# Godunov Upwinding for Growing Surfaces: Entropy Solution and Time-Step Limit: verification in Python

```python
"""Godunov upwinding for phi_t + V |grad phi| = 0 with V >= 0.

Result under test: with one-sided slopes left, right, down, up,
  G = sqrt(max(0,left,-right)^2 + max(0,down,-up)^2),
  phi_new = phi - r G,  r = V dt,
is the exact entropy drop for four-quadrant linear data. It is monotone
exactly when r sqrt(1/dx^2 + 1/dy^2) <= 1. For constant V its error is
at most Lipschitz * sqrt(V t sqrt(dx^2 + dy^2)).

phi < 0 marks the growing region; dx, dy are grid spacings (nm);
V is normal speed (nm/min); travel = V t is the growth distance (nm).
The entropy solution is the minimum of initial phi over a disc of
radius travel. Arrays shrink by one node per side at every step, so no
artificial boundary condition enters the comparisons.
"""
import numpy as np

rng = np.random.default_rng(12)


def one_sided(phi, dx, dy):
    centre = phi[1:-1, 1:-1]
    return ((centre - phi[:-2, 1:-1]) / dx,
            (phi[2:, 1:-1] - centre) / dx,
            (centre - phi[1:-1, :-2]) / dy,
            (phi[1:-1, 2:] - centre) / dy)


def godunov(left, right, down, up):
    gx = np.maximum(0.0, np.maximum(left, -right))
    gy = np.maximum(0.0, np.maximum(down, -up))
    return np.sqrt(gx**2 + gy**2)


def rms_slope(left, right, down, up):
    """Consistent, but not upwind: used as a counterexample."""
    return np.sqrt((left**2 + right**2 + down**2 + up**2) / 2)


def advance(phi, r, dx, dy, slope=godunov):
    return phi[1:-1, 1:-1] - r * slope(*one_sided(phi, dx, dy))


def step_limit(dx, dy):
    return 1 / np.sqrt(1 / dx**2 + 1 / dy**2)


def grow(initial, x_range, y_range, h, steps, r, slope=godunov):
    def nodes(bounds, pad):
        first, last = (int(round(b / h)) for b in bounds)
        return h * np.arange(first - pad, last + pad + 1)
    x, y = np.meshgrid(nodes(x_range, steps), nodes(y_range, steps),
                       indexing="ij")
    phi = initial(x, y)
    for _ in range(steps):
        phi = advance(phi, r, h, h, slope)
    x, y = np.meshgrid(nodes(x_range, 0), nodes(y_range, 0),
                       indexing="ij")
    assert phi.shape == x.shape
    return x, y, phi


# Interval definition of the one-dimensional Godunov slope, by sampling.
for a, b in rng.normal(size=(300, 2)):
    sampled = np.abs(np.linspace(a, b, 4001))
    extremum = sampled.min() if a <= b else sampled.max()
    assert abs(godunov(a, b, 0.0, 0.0) - extremum) <= abs(b - a) / 4000

# Entropy drop of four-quadrant linear data, by direct disc search.
dx, dy = 2.0, 3.0
limit = step_limit(dx, dy)
angle = np.linspace(0, 2 * np.pi, 7201)
radius = np.linspace(0, limit, 5)[:, None]
disc_x, disc_y = radius * np.cos(angle), radius * np.sin(angle)
disc_error = 0.0
for _ in range(200):
    patch = rng.normal(size=(3, 3))
    left, right, down, up = (s.item() for s in one_sided(patch, dx, dy))
    surface = (patch[1, 1]
               + np.where(disc_x < 0, left, right) * disc_x
               + np.where(disc_y < 0, down, up) * disc_y)
    update = advance(patch, limit, dx, dy).item()
    disc_error = max(disc_error, abs(surface.min() - update))
assert disc_error < 1e-5  # angular sampling error is second order

# Monotonicity at the limit: raise each stencil value separately.
base = rng.normal(size=(3, 3, 20000))
old = advance(base, limit, dx, dy)
smallest_change = np.inf
for i, j in ((1, 1), (0, 1), (2, 1), (1, 0), (1, 2)):
    raised = base.copy()
    raised[i, j] += rng.uniform(0, 0.5, base.shape[2])
    change = advance(raised, limit, dx, dy) - old
    smallest_change = min(smallest_change, change.min())
assert smallest_change > -1e-12

# The limit is sharp: equal drops to one x and one y neighbour.
witness = np.zeros((3, 3))
witness[0, 1] = witness[1, 0] = -1.0
raised = witness.copy()
raised[1, 1] += 0.1
sharp_changes = []
for factor in (0.95, 1.05):
    sharp_changes.append((advance(raised, factor * limit, dx, dy)
                          - advance(witness, factor * limit, dx, dy)).item())
assert sharp_changes[0] > 0 > sharp_changes[1]

# The root-mean-square slope violates monotonicity even for a small step.
valley = np.array([[1.0] * 3, [0.0] * 3, [1.0] * 3])
raised = valley.copy()
raised[0, 1] += 0.1
rms_change = (advance(raised, 0.1 * limit, dx, dy, rms_slope)
              - advance(valley, 0.1 * limit, dx, dy, rms_slope)).item()
assert rms_change < 0

# Comparison and maximum-norm stability with variable nonnegative speed.
lower = rng.normal(size=(65, 65))
upper = lower + rng.uniform(0, 1, lower.shape)
other = rng.normal(size=lower.shape)
initial_distance = np.abs(lower - other).max()
low_bound, high_bound = lower.min(), lower.max()
for _ in range(20):
    r_field = rng.uniform(0, limit, np.array(lower.shape) - 2)
    lower, upper, other = (advance(f, r_field, dx, dy)
                           for f in (lower, upper, other))
    assert np.all(upper >= lower - 1e-12)
    assert np.abs(lower - other).max() <= initial_distance + 1e-12
    assert lower.min() >= low_bound - 1e-12
    assert lower.max() <= high_bound + 1e-12

# Worked deposition example.
speed, duration = 50.0, 2.0
travel = speed * duration


def outer_exact(x, y, distance):
    gap = np.abs(x - y)
    fan = (x + y - np.sqrt(np.maximum(2 * distance**2 - gap**2, 0))) / 2
    return np.where(gap >= distance, np.maximum(x, y) - distance, fan)


# Check the closed corner formula against the disc definition.
fine_angle = np.linspace(0, 2 * np.pi, 200001)
for x0, y0 in ((70, 70), (90, 40), (10, 95), (130, 0), (-20, 150)):
    searched = np.maximum(x0 + travel * np.cos(fine_angle),
                          y0 + travel * np.sin(fine_angle)).min()
    closed = float(outer_exact(x0, y0, travel))
    assert abs(searched - closed) < travel * (fine_angle[1] - fine_angle[0])

arc_position = travel / np.sqrt(2)
print(f"normal speed: {speed:.1f} nm/min")
print(f"duration: {duration:.1f} min")
print(f"growth distance: {travel:.1f} nm")
print(f"exact outward-corner diagonal coordinate: {arc_position:.3f} nm")
print(f"false mitre diagonal coordinate: {travel:.3f} nm")
outer_errors, inner_errors = [], []
window = (-20, 160)
for h, steps in ((4.0, 40), (2.0, 80), (1.0, 160)):
    r = travel / steps
    assert r <= step_limit(h, h)
    x, y, outer = grow(np.maximum, window, window, h, steps, r)
    _, _, inner = grow(np.minimum, window, window, h, steps, r)
    outer_difference = outer - outer_exact(x, y, travel)
    inner_difference = inner - (np.minimum(x, y) - travel)
    # Jensen's inequality fixes the signs for convex and concave data.
    assert outer_difference.min() > -1e-9
    assert inner_difference.max() < 1e-9
    outer_errors.append(np.abs(outer_difference).max())
    inner_errors.append(np.abs(inner_difference).max())
    bound = np.sqrt(travel * np.sqrt(2) * h)
    assert max(outer_errors[-1], inner_errors[-1]) <= bound
    outer_position = np.interp(0, np.diag(outer), np.diag(x))
    inner_position = np.interp(0, np.diag(inner), np.diag(x))
    print(f"grid spacing: {h:.1f} nm; steps: {steps}; r: {r:.3f} nm")
    print(f"  outward-corner coordinate: {outer_position:.3f} nm")
    print(f"  outward-corner maximum phi error: {outer_errors[-1]:.3f} nm")
    print(f"  re-entrant-corner coordinate: {inner_position:.3f} nm")
    print(f"  re-entrant maximum phi error: {inner_errors[-1]:.3f} nm")
    print(f"  proven error bound: {bound:.3f} nm")
assert outer_errors[0] > outer_errors[1] > outer_errors[2]
assert inner_errors[0] > inner_errors[1] > inner_errors[2]
assert abs(outer_position - arc_position) < 0.2 * (travel - arc_position)

# The consistent nonmonotone scheme preserves the false mitre.
h, steps = 2.0, 80
r = travel / steps
x, y, mitre = grow(np.maximum, window, window, h, steps, r, rms_slope)
mitre_position = np.interp(0, np.diag(mitre), np.diag(x))
assert np.abs(mitre - (np.maximum(x, y) - travel)).max() < 1e-9
print(f"rms-scheme corner, 2 nm grid: {mitre_position:.3f} nm")

# A positive initial field contains no solid and must never create any.
clearance, strip_steps = 20.0, 40
strip_travel = r * strip_steps


def empty_space(x, y):
    return np.abs(x) + clearance + 0 * y


x, y, entropy = grow(empty_space, (-100, 100), (0, 0), h, strip_steps, r)
_, _, false = grow(empty_space, (-100, 100), (0, 0), h, strip_steps, r,
                   rms_slope)
exact = np.maximum(np.abs(x) - strip_travel, 0) + clearance
strip_error = np.abs(entropy - exact).max()
assert strip_error <= np.sqrt(strip_travel * np.sqrt(2) * h)
assert entropy.min() >= clearance - 1e-12
assert false.min() < 0
positive_side = x[:, 0] >= 0
false_width = 2 * np.interp(0, false[positive_side, 0], x[positive_side, 0])
print(f"empty-space initial minimum phi: {clearance:.3f} nm")
print(f"empty-space growth distance: {strip_travel:.3f} nm")
print(f"Godunov final minimum phi: {entropy.min():.3f} nm")
print(f"Godunov empty-space maximum error: {strip_error:.3f} nm")
print(f"rms-scheme final minimum phi: {false.min():.3f} nm")
print(f"rms-scheme false solid width: {false_width:.3f} nm")

# Time-step example at a node with centre 0 and two neighbours at -1 nm.
r_limit = step_limit(h, h)
r_large = 1.6
safe_value = advance(witness, r, h, h).item()
unsafe_value = advance(witness, r_large, h, h).item()
assert safe_value >= witness.min() > unsafe_value
print(f"maximum r on 2 nm grid: {r_limit:.4f} nm")
print(f"maximum time step on 2 nm grid: {60 * r_limit / speed:.4f} s")
print(f"chosen time step on 2 nm grid: {60 * r / speed:.4f} s")
print(f"single-node lowest initial phi: {witness.min():.4f} nm")
print(f"single-node update at r = {r:.2f} nm: {safe_value:.4f} nm")
print(f"single-node update at r = {r_large:.2f} nm: {unsafe_value:.4f} nm")
print(f"disc-search maximum difference: {disc_error:.2e} (dimensionless)")
print(f"centre response at 0.95 limit: {sharp_changes[0]:.4f} "
      "(dimensionless)")
print(f"centre response at 1.05 limit: {sharp_changes[1]:.4f} "
      "(dimensionless)")
print("all tests passed")
```

Printed output:

```
normal speed: 50.0 nm/min
duration: 2.0 min
growth distance: 100.0 nm
exact outward-corner diagonal coordinate: 70.711 nm
false mitre diagonal coordinate: 100.000 nm
grid spacing: 4.0 nm; steps: 40; r: 2.500 nm
  outward-corner coordinate: 66.800 nm
  outward-corner maximum phi error: 3.911 nm
  re-entrant-corner coordinate: 101.351 nm
  re-entrant maximum phi error: 1.351 nm
  proven error bound: 23.784 nm
grid spacing: 2.0 nm; steps: 80; r: 1.250 nm
  outward-corner coordinate: 68.425 nm
  outward-corner maximum phi error: 2.286 nm
  re-entrant-corner coordinate: 100.675 nm
  re-entrant maximum phi error: 0.675 nm
  proven error bound: 16.818 nm
grid spacing: 1.0 nm; steps: 160; r: 0.625 nm
  outward-corner coordinate: 69.399 nm
  outward-corner maximum phi error: 1.312 nm
  re-entrant-corner coordinate: 100.338 nm
  re-entrant maximum phi error: 0.338 nm
  proven error bound: 11.892 nm
rms-scheme corner, 2 nm grid: 100.000 nm
empty-space initial minimum phi: 20.000 nm
empty-space growth distance: 50.000 nm
Godunov final minimum phi: 20.000 nm
Godunov empty-space maximum error: 2.426 nm
rms-scheme final minimum phi: -30.000 nm
rms-scheme false solid width: 60.000 nm
maximum r on 2 nm grid: 1.4142 nm
maximum time step on 2 nm grid: 1.6971 s
chosen time step on 2 nm grid: 1.5000 s
single-node lowest initial phi: -1.0000 nm
single-node update at r = 1.25 nm: -0.8839 nm
single-node update at r = 1.60 nm: -1.1314 nm
disc-search maximum difference: 1.87e-07 (dimensionless)
centre response at 0.95 limit: 0.0050 (dimensionless)
centre response at 1.05 limit: -0.0050 (dimensionless)
all tests passed
```
